# Growth of the Copper Bump Above a Filled Trench with Leveller, part 1

(Sections cited here and not found follow in the second part.)

## First half: the flat bump

### What goes wrong without a decay law

A trench that has just been filled by superfilling does not stop growing faster than its surroundings. The accelerator that drove the filling is still on the metal above it, so a bump rises there, and polishing must later remove it. Suppose that the copper above the trench grows 2.389 nm/s faster than the field at the moment of filling, and that plating goes on for 60 s. If the excess velocity is taken as constant, the bump comes out as

$$
2.389\times 60 \approx 143\ \text{nm}.
$$

With a leveller that deactivates accelerator at a rate constant of 0.05 per second, the bump after that time is about 45 nm, and it never exceeds 48 nm in the basic model below, which has first-order loss in time, a fixed overpotential and a steady leveller concentration. A second wrong estimate uses the whole velocity above the trench, 3.602 nm/s, in place of its excess over the field. Divided by the rate constant, this gives 72 nm, half as much again as the right value.

The result that replaces both estimates is

$$
\boxed{h_\infty-h_0=\frac{u_0}{k}}
$$

where $h$ is the height of the metal above the trench measured from the field, $h_0$ is its value at the moment of filling, $u_0$ is the initial excess velocity and $k$ is the deactivation rate constant. It holds under conditions, which are stated below as each one enters.

### Velocity from current density

Accelerator is an adsorbed species that stays on the surface as copper grows beneath it. Its coverage $\theta$ is the fraction of the surface that it occupies. The rest of the surface is held back by suppressor. At a fixed overpotential, let the current density be $i_a$ on accelerated surface and $i_s$ on suppressed surface. If the two kinds of surface conduct side by side without influencing each other, the mean current density is

$$
i(\theta)=\theta\, i_a+(1-\theta)\,i_s .
$$

Each copper ion takes two electrons. A current density $i$, counted positive for deposition, therefore deposits $i/(2F)$ moles per unit area and time, where $F$ is the Faraday constant. Multiplication by the molar mass $M$ gives mass, and division by the density $\rho$ gives thickness:

$$
v=\frac{iM}{2F\rho}.
$$

This relation is linear in $i$, so the growth velocity is linear in coverage:

$$
v(\theta)=v_s+g\theta,\qquad g=v_a-v_s .
$$

For the worked example, $i_s=2$ mA/cm² and $i_a=15$ mA/cm². With $M=63.546$ g/mol, $\rho=8.96$ g/cm³ and $F=96485$ C/mol,

$$
v_s=\frac{(2\times10^{-3})(63.546)}{2(96485)(8.96)}
=7.35\times10^{-8}\ \text{cm/s}=0.735\ \text{nm/s}.
$$

The accelerated velocity is larger by the factor $15/2$, which gives $v_a=5.513$ nm/s. Hence $g=4.778$ nm/s.

### Simplest case: a field without accelerator

Let $t=0$ be the moment of filling. The metal above the trench has coverage $\theta_b$ and the field has none. Leveller deactivates accelerator by first-order kinetics:

$$
\frac{d\theta}{dt}=-k\theta .
$$

First order in accelerator means that each accelerated site has the same chance per unit time of being deactivated. The constant $k$ contains the leveller concentration at the surface, which is taken as steady. There is no supply of new accelerator, and the top of the bump is flat, so that the area under a given amount of accelerator does not change.

Separating the variables and integrating from $\theta_b$ at $t=0$ gives $\theta(t)=\theta_b e^{-kt}$. The field grows at $v_s$, so the excess velocity is

$$
u(t)=v_s+g\theta_b e^{-kt}-v_s=g\theta_b e^{-kt}.
$$

The relative height obeys $dh/dt=u$. Integration gives

$$
h(t)-h_0=g\theta_b\int_0^t e^{-kt'}dt'
=\frac{g\theta_b}{k}\left(1-e^{-kt}\right).
$$

Two limits check this. At short times $1-e^{-kt}\approx kt$, and the growth is $g\theta_b t$, as it must be before any accelerator has been lost. The same expression follows at any fixed $t$ when $k\to0$: without deactivation the bump grows without end. At long times the exponential vanishes and the height gained is $g\theta_b/k$, which is $u_0/k$ because here $u_0=g\theta_b$.

With $\theta_b=0.6$ and $k=0.05$ per second, the final gain would be $4.778\times0.6/0.05=57.3$ nm.

### A field that carries accelerator

A field in contact with the same bath can carry some accelerator too. Let its coverage at $t=0$ be $\theta_f<\theta_b$, and let the same $k$ apply to both surfaces. Write $\theta_1(t)$ for the coverage above the trench and $\theta_2(t)$ for that of the field. The constant part $v_s$ cancels from the excess velocity:

$$
u=(v_s+g\theta_1)-(v_s+g\theta_2)=g(\theta_1-\theta_2).
$$

Its rate of change is

$$
\frac{du}{dt}=g(-k\theta_1+k\theta_2)=-k\,u .
$$

Thus $u$ decays with the same constant as each coverage, and

$$
u_0=g(\theta_b-\theta_f),\qquad
h(t)-h_0=\frac{u_0}{k}\left(1-e^{-kt}\right)\longrightarrow\frac{u_0}{k}.
$$

When $\theta_f=0$ this returns to the simplest case. When $\theta_f=\theta_b$ no height is gained relative to the field, although both surfaces grow fast at first. The word "final" refers to the difference in height: both surfaces continue to rise at a velocity that tends to $v_s$.

For $\theta_f=0.1$ the initial velocities are

$$
v_{b0}=0.735+4.778(0.6)=3.602\ \text{nm/s},\qquad
v_{f0}=0.735+4.778(0.1)=1.213\ \text{nm/s}.
$$

Their difference is $u_0=2.389$ nm/s, and

$$
h_\infty-h_0=\frac{2.389}{0.05}=47.8\ \text{nm}=0.0478\ \mu\text{m}.
$$

Numerical integration of the two coverage equations together with the height difference also gives 47.78 nm.

The approach to this value is governed by $1/k=20$ s. After 30 s, $kt=1.5$ and the gain is $47.78(1-e^{-1.5})=37.1$ nm. The time to reach 95 % follows from $e^{-kt}=0.05$, or

$$
t_{95}=\frac{\ln 20}{k}=59.9\ \text{s}.
$$

If plating stops earlier, the factor $1-e^{-kt}$ must be kept.

The equality of the two rate constants matters. If they are $k_b$ above the trench and $k_f$ on the field, each coverage is integrated separately:

$$
h_\infty-h_0=g\int_0^\infty\left(\theta_b e^{-k_bt}-\theta_f e^{-k_ft}\right)dt
=g\left(\frac{\theta_b}{k_b}-\frac{\theta_f}{k_f}\right).
$$

This reduces to $u_0/k$ when $k_b=k_f=k$. Otherwise the initial excess velocity alone does not fix the height.

### Accelerator supplied again from the bath

Now let free sites take up accelerator with a constant $k_a$ on both surfaces:

$$
\frac{d\theta}{dt}=k_a(1-\theta)-k\theta .
$$

Subtract the equation for the field from that for the bump. The constant supply $k_a$ cancels, and the remaining terms give

$$
\frac{d}{dt}(\theta_1-\theta_2)=-(k+k_a)(\theta_1-\theta_2).
$$

The excess velocity therefore decays with $k+k_a$, and

$$
h_\infty-h_0=\frac{u_0}{k+k_a}.
$$

Re-adsorption lowers the bump, because it brings the two coverages together faster. It does not bring them to zero: both tend to $k_a/(k+k_a)$, the coverage at which gain and loss balance. When $k_a\to0$ the earlier result returns. When $k\to0$ the bump is still finite, since both surfaces then fill with accelerator and the difference disappears.

For $k_a=0.002$ per second the height is $2.389/0.052=45.9$ nm, which is 3.8 % below $u_0/k$. Numerical integration of this case agrees with the formula.

### A velocity that is not linear in coverage

Return to $k_a=0$, and let $v(\theta)$ be any smooth function for which $v(\theta)-v(0)$ vanishes at least as fast as some positive power of $\theta$ when $\theta\to0$. For one surface with initial coverage $\theta_0$, the growth in excess of $v(0)$ is

$$
I(\theta_0)=\int_0^\infty\left[v(\theta_0e^{-kt})-v(0)\right]dt .
$$

Use the coverage $\theta=\theta_0e^{-kt}$ as the variable. Then $d\theta=-k\theta\,dt$, and the limits run from $\theta_0$ down to zero. Reversing them removes the minus sign:

$$
I(\theta_0)=\frac1k\int_0^{\theta_0}\frac{v(\theta)-v(0)}{\theta}\,d\theta .
$$

The bump is $I(\theta_b)-I(\theta_f)$, so

$$
h_\infty-h_0=\frac1k\int_{\theta_f}^{\theta_b}\frac{v(\theta)-v(0)}{\theta}\,d\theta .
$$

For $v=v_s+g\theta$ the integrand is the constant $g$, and $u_0/k$ is recovered. For $v=v_s+g\theta^m$ with $m>0$, the integrand is $g\theta^{m-1}$ and

$$
h_\infty-h_0=\frac{g(\theta_b^m-\theta_f^m)}{mk}=\frac{u_0}{mk},
$$

where $u_0$ is now the initial excess velocity of this new law. The height is not $u_0/k$ unless $m=1$, because $\theta^m$ decays at the rate $mk$.

The quadratic case with the same $g$ and coverages has $u_0=4.778(0.36-0.01)=1.672$ nm/s. The bump is $1.672/(2\times0.05)=16.7$ nm, in agreement with numerical integration. A measured initial excess velocity therefore cannot be relied on to predict the bump through $u_0/k$ unless the velocity is known to be linear in coverage over the range through which the coverage falls.

### Deactivation tied to deposited thickness

First-order kinetics in time is also an assumption. Suppose instead that accelerator is lost in proportion to the thickness deposited, as would happen if a fixed fraction were buried with each layer:

$$
\frac{d\theta}{dt}=-q\,v\,\theta,\qquad v=v_s+g\theta .
$$

Here $q$ is an inverse length. The growth in excess of $v_s$ on one surface is found by replacing $dt$ with $-d\theta/(qv\theta)$:

$$
\int_0^\infty g\theta\,dt
=\frac1q\int_0^{\theta_0}\frac{g\,d\theta}{v_s+g\theta}
=\frac1q\ln\frac{v_s+g\theta_0}{v_s}.
$$

Subtracting the field value from the trench value cancels $v_s$ in the denominators:

$$
h_\infty-h_0=\frac1q\ln\frac{v_{b0}}{v_{f0}} .
$$

If $g$ is small compared with $v_s$, all velocities are close to $v_s$ and the loss rate is nearly the constant $k=qv_s$. The logarithm is then close to $u_0/v_s$, and the height tends to $u_0/(qv_s)=u_0/k$, as it should.

To compare the two laws in the example, let them have the same initial loss rate above the trench. This requires $q=k/v_{b0}=0.05/3.602=0.01388$ nm⁻¹, and

$$
h_\infty-h_0=\frac{1}{0.01388}\ln\frac{3.602}{1.213}=78.4\ \text{nm}.
$$

This is 64 % above 47.8 nm, and numerical integration confirms it. As a surface loses accelerator it slows, and under this law the slower surface also loses its remaining accelerator more slowly. This holds for both surfaces. The growth in excess of $v_s$ rises from 57 to 114 nm above the trench and from 10 to 36 nm on the field, and the bump grows because the first increase is the larger. The size and even the sign of this change depend on where the two laws are matched. With the same initial loss rate on the field, $q=k/v_{f0}$, the formula gives $(1.213/0.05)\ln(3.602/1.213)=26.4$ nm, which is 45 % below 47.8 nm. An initial loss rate is thus not enough to predict the bump; the form of the law over the whole decay is needed.

## Second half: trench edges and the bath

### Symbols and results carried over

The growth velocity is $v=v_s+g\theta$, with $v_s=0.735$ nm/s and $g=4.778$ nm/s. The initial coverages are $\theta_b=0.6$ above the trench and $\theta_f=0.1$ on the field. Accelerator is lost as $d\theta/dt=-k\theta$ with $k=0.05$ per second. The initial excess velocity is $u_0=g(\theta_b-\theta_f)=2.389$ nm/s. For a bump with a flat top, the height gained relative to the field is $(u_0/k)(1-e^{-kt})$, which tends to 47.8 nm.

The flat top has so far been assumed. A bump has edges, where the surface bends and stretches, and stretching dilutes accelerator. The question is whether this reaches the middle.

### Equations for a surface that bends

Consider a long trench, so that the surface is a curve $y=H(x,t)$ across it. Here $H$ is the absolute height. Let

$$
p=\frac{\partial H}{\partial x},\qquad s=\sqrt{1+p^2}.
$$

The unit normal pointing into the bath is $(-p,1)/s$. Copper grows along this normal with velocity $v$, and a surface point that carries accelerator moves with it:

$$
\dot x=-\frac{vp}{s},\qquad \dot y=\frac{v}{s}.
$$

The point stays on the surface, so $\dot y=H_t+p\dot x$, where subscripts denote partial derivatives. Therefore

$$
H_t=\dot y-p\dot x=\frac vs+\frac{vp^2}{s}=\frac{v(1+p^2)}{s}=vs .
$$

Differentiation with respect to $x$ gives the first equation:

$$
p_t=(vs)_x .
$$

A length $dx$ of the horizontal axis lies below a length $s\,dx$ of surface. The accelerator per projected length, in units of full coverage, is therefore $m=\theta s$. It is carried sideways with velocity $\dot x$ and lost at the rate $k$. Its balance is $m_t+(m\dot x)_x=-km$, or

$$
m_t=\left(\frac{mvp}{s}\right)_x-km .
$$

Surface diffusion of accelerator is left out.

Two limits check the signs. On a uniform flat surface $p=0$ and $m=\theta$, and the second equation becomes $\theta_t=-k\theta$. At a level point of a curved surface $p=0$ but $p_x=H_{xx}\ne0$. There $s=1$ and $s_t=pp_t/s=0$, so that

$$
\theta_t=\theta v H_{xx}-k\theta .
$$

At the bottom of a hollow $H_{xx}>0$ and growth concentrates accelerator, which is the mechanism of superfilling. On top of a rounded bump $H_{xx}<0$ and growth dilutes it.

For a flat-topped bump, with velocity linear in coverage and the same first-order loss in time on both surfaces, the height gained is $u_0/k$, and the equations for a surface that bends are now in place. It remains to find whether dilution at the trench edges reaches the middle, and how far depletion of leveller in the bath changes the result.

Numbers in the example were calculated in double precision.
